# An exact soft-Coulomb ground state as a test of finite-difference stencils

## The problem

An electron moves on a line in the softened Coulomb potential

$$V(x)=-\frac{1}{s},\qquad s=\sqrt{x^2+2}.$$

Hartree atomic units are used, with lengths in bohr and energies in hartree. The Hamiltonian is $H=-\tfrac12\,d^2/dx^2+V(x)$ on the whole line.

**(a)** Verify that $\psi=(1+s)e^{-s}$, which is not normalized, is an eigenfunction with energy $E=-\tfrac12$.

**(b)** Show that no other state lies as low.

**(c)** On a grid of spacing $h$, the second derivative is replaced by a symmetric stencil that uses $m$ neighbours on each side. Find its weights and its leading error.

**(d)** Find the leading error of the ground-state energy on the grid.

**(e)** Compare the result of (d) with computed energies for orders $p=2m=2,4,6,8$.

## Hints

1. For (a), differentiate through $s$, using $s'=x/s$. Replace $x^2$ by $s^2-2$ only at the end.
2. For (b), let $W=\psi'/\psi$ and expand $\int(f'-Wf)^2dx$ for an arbitrary $f$.
3. For (c), Taylor expansion gives conditions on the sums $\sum_k w_kk^{2j}$. Treat $k^2$ as the variable of a polynomial.
4. For (d), put the exact $\psi$ into the grid equation. It fails by a small residual, which can be projected on the grid eigenvector.

## Solution

### (a) The eigenvalue equation

Since $s^2=x^2+2$, we have $s'=x/s$. The product rule gives

$$\psi'=\left[1-(1+s)\right]e^{-s}s'=-s\,e^{-s}\,\frac{x}{s}=-x\,e^{-s}.$$

A second differentiation gives

$$\psi''=-e^{-s}+x\,\frac{x}{s}\,e^{-s}=e^{-s}\left(\frac{x^2}{s}-1\right).$$

Now insert $x^2=s^2-2$ and factorize:

$$\psi''=e^{-s}\,\frac{s^2-s-2}{s}=e^{-s}\,\frac{(s+1)(s-2)}{s}=\left(1-\frac2s\right)\psi.$$

Therefore

$$H\psi=-\frac12\left(1-\frac2s\right)\psi-\frac1s\psi=-\frac12\psi.$$

The term $+1/s$ from the kinetic energy cancels the potential at every point. The energy is $-\tfrac12$ hartree, or $-13.606$ eV.

Far from the centre $s\approx|x|$, so $\psi$ falls off as $|x|e^{-|x|}$ and is normalizable. At the centre the potential has the finite value $-1/\sqrt2$, and $\psi$ is smooth there. This smoothness is what makes the problem suitable for testing high-order stencils.

### (b) Why this is the ground state

The function $\psi$ has no zeros, so

$$W=\frac{\psi'}{\psi}=-\frac{x}{1+s}$$

is smooth, and $|W|<1$. Differentiating the quotient gives $W'=\psi''/\psi-W^2$, hence

$$W'+W^2=\frac{\psi''}{\psi}=1-\frac2s.$$

Take any real, square-integrable $f$ that vanishes at infinity and has a finite kinetic energy. Then

$$\int(f'-Wf)^2dx=\int f'^2dx-\int W\,(f^2)'dx+\int W^2f^2dx.$$

Integrate the middle term by parts. The boundary term $Wf^2$ vanishes, so

$$\int(f'-Wf)^2dx=\int f'^2dx+\int(W'+W^2)f^2dx.$$

Half of the right-hand side is $\tfrac12\int f'^2dx+\int(\tfrac12-1/s)f^2dx$, which gives

$$\langle f|H+\tfrac12|f\rangle=\frac12\int(f'-Wf)^2dx\ge0.$$

No state has a mean energy below $-\tfrac12$. Equality requires $f'=Wf$, which means $(f/\psi)'=0$, so $f$ is a multiple of $\psi$. For complex $f$ the argument applies to the real and imaginary parts separately. The ground state is therefore $\psi$, and it is not degenerate.

### (c) The stencil

Write the approximate second derivative as

$$D_hf(x)=\frac1{h^2}\sum_{k=1}^{m}w_k\left[f(x+kh)+f(x-kh)-2f(x)\right].$$

In the Taylor series of the bracket the odd powers cancel:

$$D_hf=\sum_{j\ge1}\frac{2h^{2j-2}}{(2j)!}\,M_j\,f^{(2j)},\qquad M_j=\sum_{k=1}^m w_kk^{2j}.$$

The coefficient of $f''$ is $M_1$. We therefore demand $M_1=1$ and $M_2=\dots=M_m=0$, which are $m$ conditions for $m$ weights.

Put $u_k=k^2w_k$ and $t_k=k^2$. The conditions become $\sum_ku_kt_k^i=\delta_{i0}$ for $i=0,\dots,m-1$. Equivalently,

$$\sum_ku_k\,q(t_k)=q(0)$$

for every polynomial $q$ of degree at most $m-1$. Choose the $q$ that equals 1 at $t_k$ and 0 at the other nodes. Its value at $t=0$ is $u_k$, so

$$w_k=\frac1{k^2}\prod_{l\ne k}\frac{l^2}{l^2-k^2}.$$

For $m=1$ this gives $w_1=1$. For $m=2$ it gives $w_1=4/3$ and $w_2=-1/12$.

The leading error comes from $M_{m+1}=\sum_ku_kt_k^m$. Here $t^m$ has too high a degree for the rule above, but

$$q(t)=t^m-\prod_{l=1}^m(t-l^2)$$

has degree $m-1$ and equals $t^m$ at all nodes. Hence

$$M_{m+1}=q(0)=-\prod_{l=1}^m(-l^2)=(-1)^{m+1}(m!)^2.$$

The stencil thus obeys

$$D_hf=f''+(-1)^{m+1}c_mh^{2m}f^{(2m+2)}+\dots,\qquad c_m=\frac{2(m!)^2}{(2m+2)!},$$

and its order is $p=2m$.

### (d) The energy error

Let $H_h=-\tfrac12D_h+V$ act on grid values, with the product $\langle u,v\rangle=h\sum_ju_jv_j$. The weights are the same to the left and to the right, so $H_h$ is symmetric. The sampled exact function satisfies

$$H_h\psi=E\psi+\tau,\qquad\tau=-\frac12(D_h\psi-\psi'').$$

Let $\phi$ be the lowest grid eigenvector, with $H_h\phi=E_h\phi$. Symmetry gives

$$E_h\langle\phi,\psi\rangle=\langle H_h\phi,\psi\rangle=\langle\phi,H_h\psi\rangle=E\langle\phi,\psi\rangle+\langle\phi,\tau\rangle,$$

and therefore

$$E_h-E=\frac{\langle\phi,\tau\rangle}{\langle\phi,\psi\rangle}.$$

The residual $\tau$ is of order $h^{2m}$. The ground level is separated from the next one by a finite gap, so $\phi$, suitably scaled, differs from $\psi$ by a similar order. To leading order we may replace $\phi$ by $\psi$, and the sums by integrals:

$$E_h-E\simeq-\frac12(-1)^{m+1}c_mh^{2m}\,\frac{\int\psi\,\psi^{(2m+2)}dx}{\int\psi^2dx}.$$

Integrate by parts $m+1$ times. Each step changes the sign, and the boundary terms vanish because $\psi$ and its derivatives decay exponentially. The numerator becomes $(-1)^{m+1}\int(\psi^{(m+1)})^2dx$, and the two sign factors cancel:

$$E_h-E\simeq-A_mh^{2m},\qquad A_m=\frac{c_m}2R_m,\qquad R_m=\frac{\int(\psi^{(m+1)})^2dx}{\int\psi^2dx}.$$

The leading error is negative, so a finite-difference energy is not a variational upper bound. The case $m=1$ shows why. Acting on a wave $e^{ikx}$, the operator $-D_h$ gives $(4/h^2)\sin^2(kh/2)$, which never exceeds the correct $k^2$. The stencil underestimates the kinetic energy.

The derivation needs a smooth $\psi$. If $\psi$ had a kink, $\psi''$ would contain a delta function, $R_1$ would diverge, and this law would not apply.

### (e) The benchmark

The integrals, computed by adaptive quadrature, give in atomic units:

| $p$ | $c_m$ | $R_m$ | $A_m$ |
|---|---|---|---|
| 2 | 1/12 | 0.0828 | $3.448\times10^{-3}$ |
| 4 | 1/90 | 0.1021 | $5.673\times10^{-4}$ |
| 6 | 1/560 | 0.2364 | $2.110\times10^{-4}$ |
| 8 | 1/3150 | 0.9462 | $1.502\times10^{-4}$ |

The grid covers $|x|\le L=24$ bohr, has a point at $x=0$, and sets the function to zero outside. The walls do no harm, as part (b) shows. The trial function $f=\psi-\varepsilon$, with $\varepsilon=\psi(L)\approx10^{-9}$, vanishes at the walls. It has $f'-Wf=W\varepsilon$, so $\langle f|H+\tfrac12|f\rangle\le\varepsilon^2L$, which is negligible here.

Diagonalizing the banded matrix $H_h$ gives these errors $E_h-E$ in hartree:

| $p$ | $h=0.8$ | $h=0.4$ | $h=0.2$ |
|---|---|---|---|
| 2 | $-2.32\times10^{-3}$ | $-5.57\times10^{-4}$ | $-1.38\times10^{-4}$ |
| 4 | $-2.34\times10^{-4}$ | $-1.41\times10^{-5}$ | $-9.00\times10^{-7}$ |
| 6 | $-6.21\times10^{-5}$ | $-7.86\times10^{-7}$ | $-1.32\times10^{-8}$ |
| 8 | $-3.39\times10^{-5}$ | $-7.91\times10^{-8}$ | $-3.63\times10^{-10}$ |

Take order 4 at $h=0.2$ as an example. The law predicts

$$-5.673\times10^{-4}\times(0.2)^4=-9.08\times10^{-7}\ \text{hartree},$$

and the computed error is 0.992 times this. The observed order follows from halving the spacing:

$$\log_2\frac{1.409\times10^{-5}}{9.003\times10^{-7}}=3.97.$$

For orders 2, 6 and 8 the same two spacings give 2.01, 5.90 and 7.77.

The ratio of the computed error to the leading law is:

| $p$ | $h=0.8$ | $h=0.4$ | $h=0.2$ |
|---|---|---|---|
| 2 | 1.051 | 1.009 | 1.002 |
| 4 | 1.008 | 0.970 | 0.992 |
| 6 | 1.122 | 0.909 | 0.976 |
| 8 | 1.346 | 0.804 | 0.944 |

Two corrections were dropped in (d). The next Taylor term is smaller than the leading one by a factor proportional to $h^2$. Replacing $\phi$ by $\psi$ costs a relative error of order $h^{2m}$, and as a second-order correction to the ground level it lowers the energy. For $m\ge2$ the Taylor term dominates at small $h$. For $m=1$ both are of relative order $h^2$: the Taylor term $h^4f^{(6)}/360$ contributes $+R_2h^4/720$, which alone would give a ratio of about 0.993 at $h=0.4$, so the computed 1.009 needs the second correction. In every case the relative correction starts at $h^2$. The deviation of the ratio from 1 should then fall about fourfold when $h$ is halved. At order 8 it falls from 0.196 to 0.056, a factor of 3.5.

At $h=0.8$ another effect enters: the energy depends on where the grid points lie. Shifting the order-8 grid by half a step raises the energy by $4.37\times10^{-5}$ hartree, which is more than the error itself. The error changes from $-3.39\times10^{-5}$ to about $+1.0\times10^{-5}$ hartree, so even its sign is not reliable on so coarse a grid. At $h=0.4$ the same shift changes the energy by only $4.7\times10^{-10}$ hartree.

This rapid fall can be understood from the grid sums. For a smooth, decaying $g$ and a grid displaced by $d$, Poisson summation gives

$$h\sum_jg(jh+d)=\sum_n\hat g\left(\frac{2\pi n}h\right)e^{2\pi ind/h},\qquad\hat g(K)=\int g(x)e^{-iKx}dx.$$

The terms with $n\ne0$ carry the dependence on $d$. Both $\psi$ and $V$ are analytic up to $x=\pm i\sqrt2$, where $s=0$. Moving the integration path by $b<\sqrt2$ into the complex plane shows that $\hat g(K)$ is bounded by a constant times $e^{-b|K|}$. The position dependence of the sums that form the mean of $H_h$ in the sampled $\psi$ is therefore at most of order $e^{-2\pi b/h}$.

That the eigenvalue $E_h$ behaves in the same way is a conjecture here, but the numbers are compatible with it. Between $h=0.8$ and $h=0.4$ the change falls by a factor of about $9\times10^4$. The exponential with $b=\sqrt2$ gives about $7\times10^4$, while an eighth-order power law would give 256.

## Variation 1: another softening length

**Question.** Let $s=\sqrt{x^2+a^2}$ with $a>0$ and $V_a=-1/s$. Does $\psi_a=(1+s)e^{-s}$ still solve the problem, and on which side of $-\tfrac12$ does the ground energy lie?

**Solution.** The derivatives are as before, but now $x^2=s^2-a^2$, so

$$\psi_a''=e^{-s}\left(s-\frac{a^2}s-1\right).$$

With $H_a=-\tfrac12\,d^2/dx^2+V_a$,

$$(H_a+\tfrac12)\psi_a=e^{-s}\left[-\frac s2+\frac{a^2}{2s}+\frac12-\frac1s-1+\frac12+\frac s2\right]=\frac{a^2-2}{2s}\,e^{-s}.$$

This vanishes only for $a^2=2$.

If $a^2<2$, the right-hand side is negative everywhere while $\psi_a$ is positive. The mean energy in $\psi_a$ is then below $-\tfrac12$, and by the variational principle so is the ground energy.

If $a^2>2$, then $V_a$ lies above the original potential at every $x$. For every $f\neq0$ the mean of $H_a$ exceeds that of $H$, which by part (b) is at least $-\tfrac12$. The ground energy is therefore above $-\tfrac12$.

## Variation 2: the spacing for one microhartree

**Question.** Which spacing gives an energy error of size $\delta=10^{-6}$ hartree at each order, and which order needs the least work?

**Solution.** Setting $A_mh^{p}=\delta$ gives $h=(\delta/A_m)^{1/p}$. For order 4,

$$h=\left(\frac{10^{-6}}{5.673\times10^{-4}}\right)^{1/4}=0.205\ \text{bohr}.$$

Diagonalization at the predicted spacings, in the same box, gives:

| $p$ | $h$ (bohr) | points | error ($10^{-6}$ hartree) |
|---|---|---|---|
| 2 | 0.0170 | 2819 | $-1.00$ |
| 4 | 0.205 | 235 | $-0.99$ |
| 6 | 0.410 | 119 | $-0.91$ |
| 8 | 0.534 | 91 | $-0.76$ |

At order 8 the predicted spacing is so coarse that the leading law is off by about a quarter.

One application of $H_h$ costs about $p+1$ multiplications per point. The products of points and $p+1$ are 8457, 1175, 833 and 819. Going from order 2 to order 4 saves a factor of seven, whereas going from order 6 to order 8 saves almost nothing at this accuracy. Before the order-8 result is trusted at this level, its grid should also be shifted by half a step, because its spacing lies between the two for which the position dependence was measured.
